Translation–rotation decoupling from two averages of lognormal relaxation times

**Definitions and the homogeneous reference**

Consider a one-component molecular liquid in equilibrium, cooled until its dynamics differ from place to place. Each molecule has a local relaxation time τ, set by its present surroundings. While the surroundings last, its second-rank orientational correlation decays as exp(−t/τ), and it diffuses with the local diffusivity

D_loc = ℓ²/(6τ).

The length ℓ is taken to be the same everywhere, so translation and rotation are fully coupled at each place. Angle brackets denote an average over molecules in equilibrium. The measured diffusion coefficient D is defined by a mean square displacement 6Dt, and the measured rotation time τ_rot is the time integral of the normalized orientational correlation function C(t). The enhancement is

ξ = 6Dτ_rot/ℓ².

If all molecules had the same τ, then D = ℓ²/(6τ), τ_rot = τ and ξ = 1.

The length ℓ can be estimated from a sphere of radius r in a fluid of viscosity η at temperature T, with no slip at its surface. The translational friction is 6πηr and the rotational friction 8πηr³, so the Einstein relation gives D = kT/(6πηr) and D_r = kT/(8πηr³). Under rotational diffusion, a correlation of rank l decays at the rate l(l+1)D_r, which is 6D_r for l = 2. Hence

τ = 1/(6D_r) = 4πηr³/(3kT),

Dτ = [kT/(6πηr)]·[4πηr³/(3kT)] = 2r²/9,

ℓ² = 6Dτ = 4r²/3.

Viscosity and temperature have cancelled. A value of ξ above 1 therefore means that molecules travel farther per rotation time than this reference allows. The question is how that can happen when every local environment obeys the reference relation.

**What rotation and translation measure**

Suppose first that each environment outlives the rotation of the molecules in it. The correlation function is then a sum of exponentials, and its integral is

τ_rot = ∫₀^∞ ⟨exp(−t/τ)⟩ dt = ⟨τ⟩.

A slow molecule contributes a long-lived tail to C(t), and that tail adds to the integral in proportion to τ.

For translation, suppose that the local diffusivity changes in time without regard to the direction or size of past displacements. For a given history τ(s), the displacements in successive short intervals have zero mean and are uncorrelated, so their mean squares add. Each interval ds contributes 6D_loc ds = ℓ² ds/τ(s). In equilibrium the average of 1/τ(s) does not depend on s, so

mean square displacement = ℓ² ∫₀^t ⟨1/τ(s)⟩ ds = ℓ² t ⟨1/τ⟩,

D = (ℓ²/6)⟨1/τ⟩.

Fast molecules contribute in proportion to their speed. Simulated random walks with σ = 1, in which environments changed at a rate equal to the local relaxation rate, gave mean square displacements of 1.007 and 1.003 times this prediction after 0.5 and 20 median relaxation times.

Multiplying the two results gives

ξ = ⟨τ⟩⟨1/τ⟩.

Since 1/τ is a convex function of τ, Jensen's inequality gives ⟨1/τ⟩ ≥ 1/⟨τ⟩, and so ξ ≥ 1. Any spread of local times raises the product. Nothing has been decoupled locally; one experiment averages times and the other averages rates.

**The lognormal distribution**

Let ln τ be normally distributed, with median τ_m and standard deviation σ:

τ = τ_m exp(σz), with z of density exp(−z²/2)/√(2π).

Both averages have the form ⟨exp(aσz)⟩, with a = 1 for τ and a = −1 for 1/τ. Completing the square in the exponent gives

−z²/2 + aσz = −(z − aσ)²/2 + a²σ²/2.

The first term on the right is a shifted normal distribution, which integrates to 1. What remains is exp(a²σ²/2), the same for both signs of a. Therefore

⟨τ⟩ = τ_m exp(σ²/2),

⟨1/τ⟩ = (1/τ_m) exp(σ²/2),

ξ = exp(σ²).

The median cancels, and each average supplies half of the exponent. The shifted distribution also shows which molecules matter. The contributions to ⟨τ⟩ are centred at ln τ = ln τ_m + σ², and those to ⟨1/τ⟩ at ln τ = ln τ_m − σ². Rotation is weighted toward the slow tail and translation toward the fast tail, and the two centres lie 2σ² apart in ln τ.

Because τ_m cancels, slowing the whole liquid at fixed σ leaves ξ unchanged: D and 1/τ_rot then fall by the same factor. As long as environments outlive the rotation, decoupling that grows on cooling therefore requires a lognormal distribution that broadens on cooling. The model does not say why σ should change or by how much. The dependence is steep: σ = 0.5, 1, 1.5 and 2.5 give ξ = 1.28, 2.7, 9.5 and 518.

**A worked example**

Take σ = 2, a mean rotation time of 100 s and a molecular radius of 0.37 nm. The step length is ℓ = √(4/3) × 0.37 nm = 0.427 nm. The characteristic times follow from e² = 7.39:

τ_m = 100 s / e² = 13.5 s,

1/⟨1/τ⟩ = 13.5 s / e² = 1.83 s,

ξ = 100 s / 1.83 s = 54.6 = e⁴.

The weight of the rotational average is centred at 13.5 s × e⁴ = 739 s, and that of the translational average at 13.5 s × e⁻⁴ = 0.25 s. The two experiments thus look at parts of the distribution separated by a factor of about 3000 in time.

A homogeneous liquid with the same rotation time would have

D = (0.427 nm)²/(6 × 100 s) = 3.04 × 10⁻⁴ nm²/s = 3.04 × 10⁻¹⁸ cm²/s.

The heterogeneous liquid has 54.6 times this value, D = 1.66 × 10⁻¹⁶ cm²/s. In one mean rotation time the root-mean-square displacement is ℓ√ξ = 0.427 nm × 7.39 = 3.2 nm, instead of 0.427 nm.

**When environments change**

The result τ_rot = ⟨τ⟩ needs long-lived environments. To see how long, note that exp(−∫ds/τ(s)) is the probability of surviving an event that occurs at the rate 1/τ(s). The integral of C(t) is therefore the mean waiting time for that event. This holds with exchange too, provided that a change of environment does not itself turn the molecule.

Suppose first that each environment ends at the rate 1/(Qτ), so that it lasts on average Q of its own relaxation times. In equilibrium, the flow out of environments with time τ is proportional to p(τ)/τ, where p is the equilibrium distribution. The flow in must match it, so new environments are drawn from

n(τ) = p(τ)/(τ⟨1/τ⟩), with mean ⟨τ⟩_n = 1/⟨1/τ⟩.

Let W(τ) be the mean waiting time for a molecule now in an environment τ, and W_n its average over new environments. Decay and exchange together occur at the rate (1 + 1/Q)/τ. The mean time to the first of them is Qτ/(1+Q), and the probability that it is an exchange is 1/(1+Q). Hence

W(τ) = Qτ/(1+Q) + W_n/(1+Q).

Averaging over n gives W_n·Q/(1+Q) = ⟨τ⟩_n·Q/(1+Q), so W_n = ⟨τ⟩_n = 1/⟨1/τ⟩. Averaging W(τ) over the equilibrium distribution then gives

τ_rot = [Q⟨τ⟩ + 1/⟨1/τ⟩]/(1+Q).

The translational average is unchanged, because p is unchanged. Multiplying by ⟨1/τ⟩,

ξ = [Q exp(σ²) + 1]/(1+Q).

For σ = 2 this is 5.9, 27.8 and 49.7 at Q = 0.1, 1 and 10. Decoupling is robust against this kind of exchange: even when an environment lasts one of its own relaxation times, about half of the enhancement survives, because slow environments also live long.

The outcome differs if all environments end at one common rate γ and new ones are drawn from p itself. The same reasoning gives

W(τ) = [1 + γτ_rot]/(γ + 1/τ).

With A = ⟨1/(γ + 1/τ)⟩, averaging gives τ_rot = A + γAτ_rot, or

τ_rot = A/(1 − γA).

For γ → 0, A → ⟨τ⟩ and the full enhancement returns. For large γ, write k = 1/τ and expand:

A = 1/γ − ⟨k⟩/γ² + ⟨k²⟩/γ³ − …,

1 − γA = ⟨k⟩/γ − ⟨k²⟩/γ² + ….

The ratio, multiplied by ⟨k⟩, is

ξ ≈ 1 + (⟨k²⟩/⟨k⟩ − ⟨k⟩)/γ = 1 + ⟨1/τ⟩[exp(σ²) − 1]/γ,

where the last step uses ⟨k²⟩ = exp(2σ²)/τ_m² = exp(σ²)⟨k⟩². In this limit each molecule samples many environments before it turns. Rotation then averages rates, as translation does, and the decoupling vanishes.

In the example, with σ and the distribution held fixed, common exchange times 1/γ of 10 000, 1000, 100 and 10 s give ξ = 46, 32, 16 and 6.6. The approach to the slow limit is gradual because the rotational average draws on times around 739 s and well beyond. The fast limit is remote too. The first-order correction reaches 1 at 1/γ = 1.83 s/53.6 = 0.034 s, but it overestimates the effect there: the full expression gives 1.27 at 0.034 s and still 1.12 at 0.01 s, where the first-order term gives 1.29. The expansion becomes accurate only near 10⁻⁴ s, because the fast tail must itself be outrun. An exchange time of 100 s, the mean rotation time without exchange, is thus not slow exchange: it removes about 70% of ξ and shortens the rotation time itself to 29 s.

**When slow regions stay in the way**

The translational average rests on a second assumption: the diffusivity changes independently of the displacement. If the slow places are fixed in space, the outcome depends on what makes them slow. Suppose that a molecule merely waits longer at a slow site and then leaves in any direction with equal chance. Successive hops are then still uncorrelated, and translation keeps the average ⟨1/τ⟩. If instead the slowness lies in barriers between sites, a molecule must go through them or around them.

The extreme case is a chain of sites with frozen symmetric hopping rates g. A steady current J across link i requires a difference of occupation J/g_i. The differences add along the chain, so the effective rate is 1/⟨1/g⟩. With g proportional to 1/τ, translation then measures 1/⟨τ⟩, and if rotation is assigned ⟨τ⟩, ξ = 1. A molecule that hops along the chain also leaves slow places before it has turned, which shortens the rotation time and brings ξ below 1. Heterogeneity alone does not produce decoupling; the molecule must be able to profit from the fast places without being held up by the slow ones.

In three dimensions it can go around. An estimate for a simple cubic network replaces the surroundings of one link by a uniform network of rate g_e. By symmetry, the conductance between neighbouring sites of the uniform network is 3g_e, of which the direct link supplies g_e and the rest 2g_e. Putting a link g in place of the direct one disturbs the local difference in proportion to (g_e − g)/(g + 2g_e). Requiring this disturbance to vanish on average gives

⟨(g − g_e)/(g + 2g_e)⟩ = 0.

For σ = 2 the solution is g_e = 0.211⟨g⟩. Direct solution of two periodic networks of 13 × 13 × 13 sites gave an average of 0.218⟨g⟩. Single networks of this size scatter by about 0.007 and larger ones give 0.21 to 0.22, so the third digit is not fixed. If rotation is still assigned the average ⟨τ⟩, the enhancement becomes 54.6 × 0.218 = 11.9. This assignment is an assumption, since a barrier between two sites does not define how a molecule on either site rotates. The number shows the size of the effect on translation alone: permanently frozen barriers could remove almost four fifths of the enhancement. The molecule also changes its surroundings as it hops, which shortens the rotation time below ⟨τ⟩ and lowers ξ further.

**What the shape of C(t) leaves open**

The result depends on both tails. If the distribution is cut at c standard deviations on each side, the same completion of the square multiplies each average by

K = [Φ(c−σ) − Φ(−c−σ)]/[Φ(c) − Φ(−c)],

where Φ is the cumulative normal distribution, and ξ becomes K² exp(σ²). For σ = 2, a cut at three standard deviations leaves 38.9 and a cut at two leaves 15.0. The molecules beyond two standard deviations are under 5% of the total, yet they carry most of the effect.

The definition of the rotation time matters as well. In the example, C(t) falls to 1/e after 17.7 s, far sooner than the integral time of 100 s, because the 1/e time gives little weight to the slow tail. Used in place of τ_rot with the same D, it gives 17.7 s/1.83 s = 9.7. Two measurements on the same liquid can thus report enhancements that differ by a factor of more than five.

It is tempting to obtain σ from a stretched exponential, C(t) = exp[−(t/τ_k)^β]. The widths can be compared by treating C(t) as the survival probability of a random decay time t. In the lognormal model t = τu, where u is an independent exponential variable of mean 1, and ln u has variance π²/6. Hence ln t has variance σ² + π²/6. For the stretched exponential, (t/τ_k)^β = u, so ln t has variance π²/(6β²). Equal widths require

β = (1 + 6σ²/π²)^(−1/2),

which is 0.54 for σ = 2. With the mean of ln t matched too, the two decay curves never differ by more than about 0.06 on a scale where C(0) = 1. Their averages are nevertheless far apart. The mean time of the stretched exponential is 38.8 s, not 100 s, and its mean rate is infinite. This follows from

−dC/dt = ⟨exp(−t/τ)/τ⟩ → ⟨1/τ⟩ as t → 0,

because the slope of a stretched exponential with β < 1 grows without limit as t^(β−1). The product of mean time and decay rate, each taken from the same curve, is 94 at 10⁻³ s and about 2270 at 10⁻⁶ s for the stretched exponential. For the lognormal it is 53.3 and 54.6. Unless the form of the distribution is assumed in advance, a stretching exponent that describes the main part of the decay therefore does not determine ξ; both the slow and the fast tail must be known separately.

**Beside a real glass former**

The parameters are round values in the rough regime of o-terphenyl close to its glass transition, where rotation takes something like 100 s and self-diffusion is enhanced by roughly two orders of magnitude. The model's 55 is of that order, but this is weak evidence. The value σ = 2 was chosen, not derived, and a change of σ by 0.5 either way moves ξ between 9.5 and 518. The model also ties growing decoupling to a broadening decay: over that range of σ the exponent β of equal width falls from 0.65 to 0.46. The shape of the relaxation in o-terphenyl near its glass transition is reported to change little with temperature while the decoupling grows, so this mechanism alone is not established as the cause of the real effect.

One assumption open to doubt in a real liquid is that a molecule's local time changes independently of its motion. Dynamic regions are thought to be a few nanometres across. Diffusing 3 nm takes (3/0.427)² = 49 local relaxation times, but a molecule already inside a region has less far to go. From a random point in a sphere of radius R, the mean time to diffuse out is R²/(15D_loc) = 0.4(R/ℓ)²τ, about 5τ for a sphere 3 nm across. Molecules near the edge leave much sooner than this mean, so the formula for exits at a constant rate does not apply directly. For a random starting point, the probability of leaving before turning is f = 3(x coth x − 1)/x² with x = √6 R/ℓ, which is 0.31 here. If leaving the region were the sole way to change environment, and if new ones were drawn from n(τ) independently of the old, the earlier reasoning would give ξ = (1 − f) exp(σ²) + f ≈ 38. Exits at a constant rate with Q = 49 would give 53.5. Most of the ideal value survives either way. But a molecule that leaves a fast region enters a neighbouring one, which may be slow and may hold it up. The frozen network, with ξ near 12, gives only a rough idea of the cost if the regions never rearranged, because its links are independent, whereas the molecules of a region share similar local times. If instead regions rearrange after about one of their own relaxation times, exchange alone gives about 28. For this σ, exp(σ²) is best read as the ideal value of the model. The frozen network lowers it by a factor of about five through translation alone, and by more once the shortened rotation of a moving molecule is counted; this exchange lowers it by a factor of about two; faster exchange would lower it further. The numerical output below lists the main values.

Computed results

```
sigma of ln(tau): 2.0
mean rotation time: 100 s
molecular radius: 0.37 nm
region size: 3.0 nm
step length l: 0.427 nm
median local time: 13.53 s
inverse of mean rate: 1.832 s
centre of weight for <tau>: 739 s
centre of weight for <1/tau>: 0.248 s
enhancement exp(sigma^2): 54.60
<tau><1/tau> by quadrature: 54.60
D without heterogeneity: 3.042e-18 cm^2/s
D with heterogeneity: 1.661e-16 cm^2/s
rms move in mean rotation time: 3.16 nm
enhancement at sigma 0.5: 1.28
enhancement at sigma 1.0: 2.72
enhancement at sigma 1.5: 9.49
enhancement at sigma 2.5: 518.01
walk MSD/predicted, t = 0.5 medians: 1.007
walk MSD/predicted, t = 20.0 medians: 1.003
enhancement, self-paced exchange Q = 0.1: 5.87
enhancement, self-paced exchange Q = 1.0: 27.80
enhancement, self-paced exchange Q = 10.0: 49.73
local times to diffuse one region size: 49.3
enhancement at that Q: 53.53
enhancement, common exchange time 0.01 s: 1.12
enhancement, common exchange time 10 s: 6.56
enhancement, common exchange time 100 s: 15.83
enhancement, common exchange time 1000 s: 31.51
enhancement, common exchange time 10000 s: 46.08
frozen chain, sigma 1, D/harmonic mean: 1.001
frozen 3D network, D/<D_loc>: 0.218
effective medium, D/<D_loc>: 0.211
enhancement with frozen 3D barriers: 11.9
enhancement, tails cut at 2 sigma: 15.0
enhancement, tails cut at 3 sigma: 38.9
1/e time of rotation: 17.67 s
enhancement using 1/e time: 9.65
stretching exponent of equal log width: 0.540
stretched-exponential mean time: 38.8 s
largest gap between the two decay curves: 0.060
mean time x decay rate at 1e-03 s, stretched: 94.1
mean time x decay rate at 1e-03 s, lognormal: 53.3
mean time x decay rate at 1e-06 s, stretched: 2270.5
mean time x decay rate at 1e-06 s, lognormal: 54.6
```
